# Two electrons have a nodeless singlet ground state; three need not

## 1. A case that can be seen through

Put two non-interacting electrons on a ring of radius $R$ and measure energies in $\varepsilon=\hbar^2/(2mR^2)$. The orbitals $e^{ik\theta}$ have energies $k^2=0,1,1,4,\dots$

Both electrons can occupy $k=0$ if their spins form a singlet. The spatial function is then a positive constant, with energy 0. A triplet needs an antisymmetric spatial function, and a lowest one is

$$
\phi_T\propto\cos\theta_1-\cos\theta_2,\qquad E_T=1 .
$$

It vanishes at $\theta_1=\theta_2$ and also at $\theta_1=-\theta_2$. Its modulus $|\phi_T|$ has the same density and, away from the nodes, the same squared gradient, hence the same energy 1. But $|\phi_T|$ is symmetric, so it is an allowed singlet function. It has kinks, which can be smoothed to lower the energy. The singlet minimum therefore lies below the triplet.

This comparison never uses the absence of interaction. For three electrons it breaks down: the modulus of an antisymmetric function is totally symmetric, and three spins ½ cannot accompany such a function.

## 2. Statement and assumptions

Let

$$
H=\sum_{i=1}^{2}\left[-\frac{\hbar^2}{2m}\nabla_i^2+v(\mathbf r_i)\right]+w(\mathbf r_1,\mathbf r_2),
$$

with $v,w$ real, local and spin-independent, $w$ symmetric, and no magnetic field. Choose units with $\hbar^2/2m=1$ and collect the coordinates in one point $x$ of a $d$-dimensional configuration space ($d=6$ in ordinary space, $d=2$ on the ring). Then $H=-\nabla^2+U(x)$ with $U=v(\mathbf r_1)+v(\mathbf r_2)+w$. Assume:

- $H$ is bounded below, its energy is the quadratic form in Section 3, and its lowest energy $E_0$ belongs to a normalizable state.
- $U$ is continuous on an open connected set $\Omega$ whose complement has measure zero.

Coulomb potentials in three dimensions meet the second condition; the first also requires that the system binds both electrons, which must be known separately. One removes the points where an electron sits on a nucleus or the electrons coincide. Each condition fixes three coordinates, and a path can go around such a set, just as it can go around one point in space.

**Claim.** $E_0$ is spatially nondegenerate. Its function can be chosen strictly positive on $\Omega$, it is symmetric, and the state is a singlet. Every bound triplet has a strictly higher energy.

"Nodeless" means without zeros in $\Omega$; nothing is claimed at the removed singular points.

## 3. Proof

**Spin.** The two-spin space contains one antisymmetric function (the singlet) and three symmetric ones (the triplet). Total antisymmetry pairs the singlet with symmetric $\phi$ and the triplet with antisymmetric $\phi$. With $P$ exchanging the positions, any spatial function splits as

$$
\phi=\tfrac12(\phi+P\phi)+\tfrac12(\phi-P\phi),
$$

and both parts are allowed with a suitable spin function. The lowest energy of two electrons is therefore the lowest energy of $H$ on all spatial functions, with no symmetry imposed.

**The modulus is also a ground state.** Since $H$ is real, the real and imaginary parts of an eigenfunction solve the same equation, so take $\phi$ real and normalized. Its energy is

$$
E[\phi]=\int\left(|\nabla\phi|^2+U\phi^2\right)dx .
$$

Where $\phi\neq0$, $\nabla|\phi|=\mathrm{sgn}(\phi)\nabla\phi$. On the zero set both gradients vanish except on a set of measure zero. Hence $|\nabla|\phi||^2=|\nabla\phi|^2$ almost everywhere. The potential term depends on $\phi^2$ alone, because $U$ is local. Thus $E[|\phi|]=E[\phi]=E_0$.

To see that $\chi=|\phi|$ is an eigenfunction, add $t\eta$ with real $t$ and any real admissible $\eta$. Because $E_0$ is the minimum,

$$
0\le\langle\chi+t\eta|H-E_0|\chi+t\eta\rangle
=2t\langle\eta|H-E_0|\chi\rangle+t^2\langle\eta|H-E_0|\eta\rangle .
$$

The term without $t$ is zero. If the linear coefficient were nonzero, a small $t$ of the opposite sign would make the right side negative. So it vanishes for every $\eta$, which means $H\chi=E_0\chi$.

**It has no zero in $\Omega$.** By standard regularity of elliptic equations, $\chi$ is continuously differentiable on $\Omega$ and its Laplacian, in the integrated sense, is $\nabla^2\chi=(U-E_0)\chi$. Suppose $\chi(x_0)=0$. Let $\langle f\rangle_s$ be the mean of $f$ over the sphere of radius $s$ about $x_0$, and $M(r)=\langle\chi\rangle_r$. The derivative $M'(r)$ is the mean outward gradient. The divergence theorem turns it into a volume integral:

$$
M'(r)=r^{1-d}\int_0^r s^{d-1}\langle\nabla^2\chi\rangle_s\,ds .
$$

On a small closed ball $U-E_0\le K$ for some $K>0$, and $\chi\ge0$, so $\nabla^2\chi\le K\chi$. With $M(0)=0$ and $m=\max_{0\le r\le r_0}M(r)$, every $r\le r_0$ satisfies

$$
M(r)\le K\int_0^r dt\,t^{1-d}\int_0^t s^{d-1}M(s)\,ds
\le Km\int_0^r\frac{t}{d}\,dt=\frac{Kr^2}{2d}\,m .
$$

Choose $r_0^2<2d/K$. Then $m\le cm$ with $c<1$, so $m=0$. A continuous nonnegative function with zero mean on each of these spheres vanishes throughout the ball.

The zero set is therefore open in $\Omega$; by continuity it is also closed in $\Omega$. Since $\Omega$ is connected, the zero set is empty or all of $\Omega$. The second option contradicts normalization. Hence $|\phi|>0$ on $\Omega$, and by continuity $\phi$ keeps one sign.

**Uniqueness and exchange.** If $E_0$ were degenerate, there would be two orthogonal real ground states. Each has one sign on $\Omega$, so their overlap integral cannot vanish, a contradiction. Now take $\phi>0$. Since $P$ commutes with $H$, $P\phi$ is also a positive ground state, so $P\phi=c\phi$ with $c>0$. From $P^2=1$ follows $c=1$: the state is a singlet. A triplet at $E_0$ would supply a second, antisymmetric ground function, which uniqueness excludes. ∎

## 4. Two interacting electrons on the ring

Let the pair repulsion be $w=\lambda\cos^2(\theta/2)$ with $\theta=\theta_1-\theta_2$, largest at contact and zero at opposite points. The configuration space is a connected torus and the proof applies unchanged.

For zero external potential, set $\Theta=(\theta_1+\theta_2)/2$. Then $\partial_1=\tfrac12\partial_\Theta+\partial_\theta$ and $\partial_2=\tfrac12\partial_\Theta-\partial_\theta$. The cross terms cancel in the sum of squares:

$$
-\partial_1^2-\partial_2^2=-\tfrac12\partial_\Theta^2-2\partial_\theta^2 .
$$

For $\phi=e^{iJ\Theta}u(\theta)$ the energy is $E=J^2/2+e$, where $-2u''+\lambda\cos^2(\theta/2)u=eu$. Taking electron 1 once around changes $\Theta$ by $\pi$ and $\theta$ by $2\pi$. Single-valuedness requires $u(\theta+2\pi)=(-1)^Ju(\theta)$. Exchange reverses $\theta$, so $u$ is even for singlets and odd for triplets.

With $y=\theta/2$, $u_{\theta\theta}=u_{yy}/4$ and $\cos^2y=(1+\cos2y)/2$. Multiplying the equation by $-2$ gives

$$
u_{yy}+(2e-\lambda-\lambda\cos2y)u=0 .
$$

This is Mathieu's equation $u_{yy}+(a-2q\cos2y)u=0$ with $q=\lambda/2$ and $a=2e-\lambda$, so $e=(\lambda+a)/2$. For $\lambda\ge0$ the lowest singlet has $J=0$ and the even periodic value $a_0$; the lowest triplet has $J=\pm1$ and the odd antiperiodic value $b_1$. (For strong attraction, near $\lambda=-5\,\varepsilon$ and below, a $J=0$ triplet becomes the lowest triplet.) For $\lambda=8\,\varepsilon$:

$$
E_S=\frac{8-4.28052}{2}=1.85974\,\varepsilon,\qquad
E_T=\frac12+\frac{8-4.25918}{2}=2.37041\,\varepsilon .
$$

Diagonalization in products of plane waves, without this separation, gives the same two lowest energies. The gap is $\tfrac12+(b_1-a_0)/2=0.51067\,\varepsilon$. At $\lambda=0$ it is 1. At strong repulsion the electrons stay near opposite points, the parity of $u$ matters only in its small tail at contact, and the gap tends to $\tfrac12$. That remainder is rotational energy: half a turn exchanges the electrons, so the triplet must rotate.

Adding $V=2\cos\theta_i$ for each electron removes the rotational symmetry. The energies become $E_S=1.56021\,\varepsilon$ and $E_T=1.94716\,\varepsilon$. A grid evaluation of the energy of $|\phi_T|$ gives $1.9467\,\varepsilon$, equal to $E_T$ within the grid error allowed by the test. For this singlet, the change of the mean from the centre to a small circle and the radial integral of Section 3 agree to the printed digits.

Twelve random local potentials, with pair strengths $\lambda$ drawn at random between $-5\,\varepsilon$ and $15\,\varepsilon$, also gave positive ground functions on the sampled grids and a singlet below the triplet. The smallest gap was $0.0127\,\varepsilon$: the theorem fixes the sign of the gap, not its size.

## 5. Where the two-electron conditions matter

**Magnetic flux.** A flux of $f$ quanta through the ring replaces $k^2$ by $(k-f)^2$, and the centre-of-mass energy becomes $(J-2f)^2/2$. At $f=\tfrac12$ it is $(J-1)^2/2$. The triplet with $J=1$ now has no rotational energy, while the singlet with $J=0$ has $\tfrac12$. For $\lambda=8\,\varepsilon$ and $V=0$,

$$
E_T=1.87041\,\varepsilon<E_S=2.35974\,\varepsilon .
$$

One can remove this flux from $H$ by a gauge change, but the wave function then becomes antiperiodic in each angle. Its modulus is periodic and leaves the admissible set, so the modulus step fails.

**Impenetrable contact.** On a line segment, a hard contact separates $x_1<x_2$ from $x_1>x_2$. A positive solution on one side can be continued to the other with either sign at no energy cost. Singlet and triplet are degenerate, and the computed gap is zero to the printed digits.

On a ring the same contact leaves a connected space, because the electrons can exchange by rotating. With no other potential, $u$ vanishes at $\theta=0$ and $2\pi$, so $u=\sin(\theta/2)$ between them and $e=2\cdot\tfrac14=\tfrac12$. Its even continuation is periodic and has $J=0$, $E_S=\tfrac12$. Its odd continuation is antiperiodic and has $J=\pm1$, $E_T=1$. The continuum gap is $0.5\,\varepsilon$; a finite-difference grid gives $0.4950\,\varepsilon$, lower by 1%.

**Nonlocal potentials.** An energy term $\int\!\int\phi(x)G(x,x')\phi(x')\,dx\,dx'$ depends on relative signs at different points. It can rise when $\phi$ is replaced by $|\phi|$. The theorem then gives no guarantee, although a particular case may still have a singlet ground state.

## 6. The step that fails for three electrons

The analytic part of Section 3 still works for three particles: the lowest spatial function is positive and totally symmetric. To make an electron state, it needs a totally antisymmetric spin function $\chi(s_1,s_2,s_3)$. Each $s_i$ has two possible values, so two of the three arguments are always equal. Antisymmetry under their exchange gives $\chi=-\chi=0$. The positive state is forbidden.

What remains are two classes. The quartet, $S=3/2$, has symmetric spin functions and a totally antisymmetric spatial function. The doublet, $S=1/2$, has spatial functions of mixed symmetry. Let $E_B$, $E_D$ and $E_Q$ be the lowest energies of the forbidden symmetric state, the doublet and the quartet. Uniqueness gives

$$
E_B<E_D,\qquad E_B<E_Q,
$$

but no order between $E_D$ and $E_Q$. The modulus of a quartet function is a symmetric function, not a doublet function, so the comparison of Section 1 has lost its target.

Allowed spatial functions, taken real as the real $H$ permits, must also change sign and so have nodes. A function of one sign has a nonzero overlap with the positive symmetric state, whereas functions of the other two symmetry classes are orthogonal to it.

## 7. Three electrons on the ring: the order reverses

**Weak repulsion.** Without interaction, the doublet occupies $k=0,0,1$ and the quartet $k=-1,0,1$, with energies 1 and 2. To first order, each of the three pairs contributes the mean repulsion $\lambda/2$. The remaining part is $(\lambda/2)\cos\theta=(\lambda/4)(e^{i\theta}+e^{-i\theta})$. It gives an exchange energy $-\lambda/4$ for each parallel-spin pair whose $k$ values differ by one. There is one such pair in the doublet and there are two in the quartet:

$$
E_D\simeq1+\tfrac54\lambda,\qquad E_Q\simeq2+\lambda .
$$

At $\lambda=2\,\varepsilon$ these are 3.5 and 4; diagonalization gives $3.32018\,\varepsilon$ and $3.96420\,\varepsilon$. The doublet is the ground state. First order would put the crossing at $\lambda=4\,\varepsilon$, but the computed crossing is at $13.12\,\varepsilon$, so first order is not adequate there.

**Strong repulsion.** Let $z=\sum_je^{i\theta_j}$. Since $|z|^2=3+2\sum_{i<j}\cos\theta_{ij}$,

$$
\lambda\sum_{i<j}\cos^2\frac{\theta_{ij}}2
=\frac\lambda2\left(3+\frac{|z|^2-3}{2}\right)
=\frac{3\lambda}{4}+\frac{\lambda}{4}|z|^2 .
$$

The minimum $z=0$ is an equilateral triangle. For small displacements $\delta_j$ with $\sum_j\delta_j=0$, the angles between different corners have cosine $-\tfrac12$, so

$$
|z|^2\simeq\sum_j\delta_j^2-\tfrac12\sum_{j\ne k}\delta_j\delta_k
=\tfrac32\sum_j\delta_j^2 .
$$

The last equality uses $\sum_{j\ne k}\delta_j\delta_k=-\sum_j\delta_j^2$. There are two internal modes with Hamiltonian $-\partial_q^2+(3\lambda/8)q^2$, each with zero-point energy $\sqrt{3\lambda/8}$. At $\lambda=60\,\varepsilon$ the estimate without rotation is $45+2\sqrt{22.5}=54.49\,\varepsilon$. This is about $0.36\,\varepsilon$ above the mean of the symmetric and quartet energies computed below, so the harmonic estimate sets the energy scale but is too coarse to order the spin states.

The total angular momentum $J=\sum_ik_i$ contributes separately, because

$$
\sum_i k_i^2=\frac{J^2}{3}+\sum_i\left(k_i-\frac J3\right)^2 .
$$

Turning the triangle by $2\pi/3$ is a cyclic permutation of the electrons. Such a permutation is two successive exchanges, so it leaves an antisymmetric function unchanged: the quartet may have $J=0$. In the mixed class the cyclic permutation has eigenvalues $e^{\pm2\pi i/3}$, so the lowest doublet has $J=\pm1$ and pays $1/3$.

Tunnelling corrects this gap. At fixed centre of mass there are six labelled triangles, one for each permutation. Let $-\tau$ be the amplitude for two neighbours to pass through each other. The tunnelling Hamiltonian is $-\tau$ times the sum of the three exchanges. That sum is $3$ for symmetric, $-3$ for antisymmetric and $0$ for mixed functions. With $\bar E$ the common energy without rotation or tunnelling, leading order gives

$$
E_B=\bar E-3\tau,\qquad E_Q=\bar E+3\tau,\qquad E_D=\bar E+\tfrac13 .
$$

At $\lambda=60\,\varepsilon$ the computed energies are

| State | Energy ($\varepsilon$) |
|---|---:|
| forbidden symmetric | 54.11242 |
| lowest quartet | 54.15051 |
| lowest doublet | 54.46466 |

The quartet is the electron ground state, $0.3141\,\varepsilon$ below the doublet. From the first two rows, $3\tau=(54.15051-54.11242)/2=0.0190\,\varepsilon$. The predicted gap is $0.3333-0.0190=0.3143\,\varepsilon$, close to the computed one. At $\lambda=200\,\varepsilon$ the gap is $0.33323\,\varepsilon$, near its limit $1/3$. For $R=10$ nm and the free-electron mass, the gap at $\lambda=60\,\varepsilon$ is $0.120$ meV.

The reversal does not require a perfectly uniform ring. An added potential with $|V|\le\delta$ moves each three-electron level by at most $3\delta$. The quartet stays lowest if $6\delta<0.3141\,\varepsilon$, that is, for $\delta$ below about $0.052\,\varepsilon$. The reversal does depend on the electrons being able to rotate around a closed ring. A strong barrier removes it: with $V=30\cos\theta_i$ at $\lambda=60\,\varepsilon$ the doublet is again lowest. On an open line the Lieb–Mattis theorem keeps the doublet at or below the quartet for real, local, spin-independent potentials. The example is a one-dimensional model with a chosen repulsion. It disproves a general three-electron rule, but it does not predict the spin of any particular atom.

## 8. Consequences for an implementation

For two electrons under the assumptions of Section 2, a search over all spatial functions $\phi(\mathbf r_1,\mathbf r_2)$, with no exchange symmetry imposed, is safe: the state it seeks is the physical singlet. The ordering is a property of the exact states, not of restricted trial classes: for stretched H$_2$ the restricted Hartree–Fock singlet lies above the Hartree–Fock triplet, although the exact singlet is lowest. Nor does the theorem cover two valence electrons outside a core, which form a many-electron system or one with a nonlocal potential. Start from a positive function, which always overlaps with that state; an antisymmetric start can remain among the triplets. After a constant phase is removed, a sign change well above the numerical error signals an excited state, an unconverged calculation or a violated assumption.

For three electrons the same search, again from a positive start, converges to the forbidden state. At $\lambda=60\,\varepsilon$ its energy is too low by only $0.038\,\varepsilon$, so the energy alone may not reveal the mistake. Impose the permutation symmetry explicitly: the sum of the three position exchanges must be $0$ for a doublet or $-3$ for a quartet. Compute both spin sectors, and include $J=0$ and $J=\pm1$ on a uniform ring. A check in the full space of position and spin, in a small basis, confirmed this assignment of sectors to total spin. The numerical output follows.

## Table of computed values

```
TWO ELECTRONS (energies in eps)
random local potentials tested: 12
smallest triplet-singlet gap: 0.0127 eps
smallest min/max of ground function: 2.28e-03
pair strength lam: 8.0 eps
V=2cos(theta): singlet energy: 1.56021 eps
V=2cos(theta): triplet energy: 1.94716 eps
V=2cos(theta): energy of |triplet|, grid: 1.9467 eps
spherical mean minus centre value: -0.0079857
same from the radial integral: -0.0079857
(both for the phase returned by the eigensolver)
V=0: singlet energy: 1.85974 eps
V=0: triplet energy: 2.37041 eps
Mathieu values a0, b1 at q=lam/2: -4.28052, -4.25918
half flux quantum: singlet energy: 2.35974 eps
half flux quantum: triplet energy: 1.87041 eps
hard contact, line: triplet-singlet: 0.000000 eps
hard contact, ring: triplet-singlet: 0.4950 eps
THREE ELECTRONS, V=0 (energies in eps)
antisymmetric spin functions, 2 spins: 1
antisymmetric spin functions, 3 spins: 0
lam = 2.0 eps
  forbidden symmetric state: 2.54352 eps
  lowest doublet: 3.32018 eps
  lowest quartet: 3.96420 eps
lam = 60.0 eps
  forbidden symmetric state: 54.11242 eps
  lowest doublet: 54.46466 eps
  lowest quartet: 54.15051 eps
doublet-quartet at lam=60: 0.31414 eps
doublet-quartet at lam=200: 0.33323 eps
crossing of doublet and quartet: lam = 13.1175 eps
ring radius for conversion: 10.0 nm
energy unit eps: 0.38100 meV
doublet-quartet at lam=60: 0.11969 meV
```
